# Sommerfeld enhancement at the band edge of a two-dimensional semiconductor: test program

```python
"""Sommerfeld enhancement of interband absorption for a planar electron-hole pair.

Result under test: S(E) = 2 / (1 + exp(-2 pi / sqrt(E))), with S -> 2 as E -> 0+.
Scaled units: r in exciton radii a = eps/mu (bohr), E in exciton Rydbergs
Ry = mu/(2 eps^2) (hartree), E measured from the gap, k = sqrt(E).
Relative motion: -Laplacian psi - (2/r) psi = E psi.
S is the spectral density of |psi(0)|^2 divided by its value without attraction.
d is a softening length: 2/r is replaced by 2/sqrt(r^2 + d^2).
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_jacobi, j0


def enhancement(energy):
    return 2.0 / (1.0 + np.exp(-2.0 * np.pi / np.sqrt(energy)))


def integrate_wave(k, r_end, d=0.0):
    """Regular m=0 wave with R(0)=1; returns R and r*R' at r_end."""
    r_start = 1e-6

    def slope(r, y):
        return [y[1] / r, -r * (k**2 + 2.0 / np.sqrt(r*r + d*d)) * y[0]]

    flux = -2.0 * (np.sqrt(r_start**2 + d**2) - d) - 0.5 * (k * r_start)**2
    sol = solve_ivp(slope, (r_start, r_end), [1.0, flux],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


def numerical_enhancement(k, r_end, d=0.0):
    """Contact density relative to the outer WKB amplitude of the wave."""
    R, rRp = integrate_wave(k, r_end, d)
    r = r_end
    s = np.sqrt(r*r + d*d)
    Q = k**2 + 2.0 / s + 0.25 / r**2
    dQ = -2.0 * r / s**3 - 0.5 / r**3
    u = np.sqrt(r) * R
    du = (0.5 * R + rRp) / np.sqrt(r)
    amplitude2 = np.sqrt(Q) * u**2 + (du + dQ * u / (4*Q))**2 / np.sqrt(Q)
    return (2.0 / np.pi) / amplitude2


def disc_states(attraction, radius=120.0, size=200):
    """m=0 levels and |psi(0)|^2 in a disc with a hard wall."""
    x, w = np.polynomial.legendre.leggauss(size + 10)
    n = np.arange(size)[:, None]
    P = eval_jacobi(n, 2.0, 1.0, x[None, :])
    dP = 0.5 * (n + 4) * eval_jacobi(np.maximum(n - 1, 0), 3.0, 2.0, x[None, :])
    dP = np.where(n > 0, dP, 0.0)
    f = (1 - x) * P
    df = (1 - x) * dP - P
    norm = np.sqrt(np.sum(w * (1 + x) * f**2, axis=1))[:, None]
    f, df = f / norm, df / norm
    H = (4 / radius**2) * (df * (w * (1 + x))) @ df.T
    H -= attraction * (2 / radius) * (f * w) @ f.T
    levels, vectors = eigh(0.5 * (H + H.T))
    f_origin = 2 * eval_jacobi(n[:, 0], 2.0, 1.0, -1.0) / norm[:, 0]
    contact = 2 * (f_origin @ vectors)**2 / (np.pi * radius**2)
    return levels, contact


# Confluent hypergeometric wave against direct integration
wave_error = 0.0
for k in (0.5, 1.0, 3.0):
    direct = integrate_wave(k, 5.0)[0]
    closed = mp.exp(-5j * k) * mp.hyp1f1(mp.mpc(0.5, 1 / k), 1, 10j * k)
    wave_error = max(wave_error, float(abs(closed - direct)))
assert wave_error < 1e-5  # the start at r = 1e-6 costs a few 1e-6

# Zero-energy wave
zero_wave_error = abs(integrate_wave(0.0, 5.0)[0] - j0(np.sqrt(40.0)))
assert zero_wave_error < 1e-5

# Modulus of the Gamma function on the line Re = 1/2
for eta in (0.2, 1.0, 3.0):
    lhs = abs(mp.gamma(mp.mpc(0.5, eta)))**2
    assert abs(lhs * mp.cosh(mp.pi * eta) / mp.pi - 1) < 1e-12

# Enhancement from the integrated amplitude
k_half = 2 * np.pi / np.log(3.0)  # predicted wave number for S = 1.5
k_list = [0.5, 1.0, 2.0, k_half]
S_direct = [numerical_enhancement(k, 200.0) for k in k_list]
for k, value in zip(k_list, S_direct):
    assert abs(value - enhancement(k**2)) < 2e-4
S_edge = numerical_enhancement(0.0, 2000.0)
assert abs(S_edge - 2.0) < 5e-4  # outer WKB error falls as 1/r

# Spectral density from its definition, with and without attraction
density_error = {}
for attraction in (0.0, 2.0):
    levels, contact = disc_states(attraction)
    density = 2 * contact[1:-1] / (levels[2:] - levels[:-2])
    inner = levels[1:-1]
    window = (inner > 0.2) & (inner < 4.0)
    target = enhancement(inner[window]) if attraction else 1.0
    error = np.max(np.abs(4 * np.pi * density[window] / target - 1))
    density_error[attraction] = error
    assert window.sum() > 20 and error < 5e-3

# Bound series (levels and contact now belong to the attractive case)
n_bound = np.arange(5)
nu = n_bound + 0.5
assert np.max(np.abs(levels[:5] + nu**-2)) < 1e-6
assert np.max(np.abs(contact[:5] * np.pi * nu**3 - 1)) < 1e-5
n_avg = n_bound[1:]
width = 1 / n_avg**2 - 1 / (n_avg + 1)**2
S_below = 4 * np.pi * contact[1:5] / width
assert np.allclose(S_below, 2 * (1 - 0.25 / nu[1:]**2)**2, atol=1e-4)

# A softened core with the same tail gives another edge value
softening = (0.01, 0.1)
S_soft = [numerical_enhancement(0.0, 2000.0, d) for d in softening]
assert all(value < 1.95 for value in S_soft)

# Worked example
mu, eps = 0.05, 10.0
hartree_meV = 1e3 * physical_constants["Hartree energy in eV"][0]
bohr_nm = 1e9 * physical_constants["Bohr radius"][0]
Ry_hartree = mu / (2 * eps**2)
Ry_meV = Ry_hartree * hartree_meV
print(f"reduced mass mu = {mu} m_e")
print(f"dielectric constant eps = {eps}")
print(f"exciton Rydberg = {Ry_hartree:.3e} hartree")
print(f"exciton Rydberg = {Ry_meV:.3f} meV")
print(f"exciton radius a = {eps / mu:.1f} bohr")
print(f"exciton radius a = {eps / mu * bohr_nm:.2f} nm")
print(f"lowest binding energy (diagonalization) = {-levels[0]:.6f} Ry")
print(f"lowest binding energy = {-levels[0] * Ry_meV:.2f} meV")
for excess in (1.0, 10.0, 50.0, 100.0, 500.0):
    E = excess / Ry_meV
    deficit = 2 / (1 + np.exp(2 * np.pi / np.sqrt(E)))
    print(f"{excess:.0f} meV above gap: E = {E:.4f} Ry, "
          f"S = {enhancement(E):.5f}, 2-S = {deficit:.3e}")
print(f"S = 1.5 reached at E = {k_half**2:.3f} Ry")
print(f"S = 1.5 reached at {k_half**2 * Ry_meV:.1f} meV above gap")
for k, value in zip(k_list, S_direct):
    print(f"k = {k:.4f} 1/a: S integrated = {value:.6f}, "
          f"S formula = {enhancement(k**2):.6f}")
print(f"S integrated at E = 0, outer radius 2000 a: {S_edge:.6f}")
print(f"largest error of closed wave at r = 5 a: {wave_error:.1e}")
print(f"error of zero-energy wave at r = 5 a: {zero_wave_error:.1e}")
print("disc of radius 120 a, levels between 0.2 and 4 Ry:")
print(f"largest relative density error, free: {density_error[0.0]:.1e}")
print(f"largest relative density error, Coulomb: {density_error[2.0]:.1e}")
for n in n_bound:
    print(f"bound n = {n}: E = {levels[n]:.6f} Ry, "
          f"|psi(0)|^2 = {contact[n]:.6f} 1/a^2")
for n, value in zip(n_avg, S_below):
    print(f"averaged enhancement around bound n = {n}: {value:.5f}")
for d, value in zip(softening, S_soft):
    print(f"softening d = {d} a ({d * eps / mu * bohr_nm:.3f} nm): "
          f"S at E = 0 is {value:.4f}")
print("checks complete")
```

Running it gives:

```
reduced mass mu = 0.05 m_e
dielectric constant eps = 10.0
exciton Rydberg = 2.500e-04 hartree
exciton Rydberg = 6.803 meV
exciton radius a = 200.0 bohr
exciton radius a = 10.58 nm
lowest binding energy (diagonalization) = 4.000000 Ry
lowest binding energy = 27.21 meV
1 meV above gap: E = 0.1470 Ry, S = 2.00000, 2-S = 1.527e-07
10 meV above gap: E = 1.4700 Ry, S = 1.98883, 2-S = 1.117e-02
50 meV above gap: E = 7.3499 Ry, S = 1.82065, 2-S = 1.794e-01
100 meV above gap: E = 14.6997 Ry, S = 1.67474, 2-S = 3.253e-01
500 meV above gap: E = 73.4986 Ry, S = 1.35088, 2-S = 6.491e-01
S = 1.5 reached at E = 32.709 Ry
S = 1.5 reached at 222.5 meV above gap
k = 0.5000 1/a: S integrated = 1.999984, S formula = 1.999993
k = 1.0000 1/a: S integrated = 1.996264, S formula = 1.996272
k = 2.0000 1/a: S integrated = 1.917145, S formula = 1.917152
k = 5.7192 1/a: S integrated = 1.499994, S formula = 1.500000
S integrated at E = 0, outer radius 2000 a: 1.999945
largest error of closed wave at r = 5 a: 5.5e-07
error of zero-energy wave at r = 5 a: 4.6e-07
disc of radius 120 a, levels between 0.2 and 4 Ry:
largest relative density error, free: 8.1e-11
largest relative density error, Coulomb: 4.4e-05
bound n = 0: E = -4.000000 Ry, |psi(0)|^2 = 2.546479 1/a^2
bound n = 1: E = -0.444444 Ry, |psi(0)|^2 = 0.094314 1/a^2
bound n = 2: E = -0.160000 Ry, |psi(0)|^2 = 0.020372 1/a^2
bound n = 3: E = -0.081633 Ry, |psi(0)|^2 = 0.007424 1/a^2
bound n = 4: E = -0.049383 Ry, |psi(0)|^2 = 0.003493 1/a^2
averaged enhancement around bound n = 1: 1.58025
averaged enhancement around bound n = 2: 1.84320
averaged enhancement around bound n = 3: 1.91920
averaged enhancement around bound n = 4: 1.95092
softening d = 0.01 a (0.106 nm): S at E = 0 is 1.7767
softening d = 0.1 a (1.058 nm): S at E = 0 is 1.3373
checks complete
```
